**Three-point fit of a modulated-reflectance line**

For the line Re[C exp(iθ)(E − Eg + iΓ)^(−m)] + B, successive extrema are separated by π/(m+1) in the polar angle of E − Eg + iΓ. Here E is photon energy, Eg the gap, Γ the broadening, C the amplitude, θ the phase, m the exponent and B a constant baseline. The program locates extrema numerically for four exponents and four phases, and asserts the angular spacing and the recovery of all fitted parameters from 19 successive triples. It also asserts the exceptional two-extremum case at m = 2, the linear error weights, the Airy-function basis of the field response, its weak-field limit and the F² growth of small shifts. In the worked example, with m = 5/2, the fit returns the input gap of 1.420 eV and broadening of 10.0 meV. The output also sizes departures from the model: a field of 3 kV/cm shifts the fitted gap by about 1.0 meV, and Gaussian broadening of equal full width shifts it by about 1.9 meV. The exciton binding scale is about half the broadening, so neglecting electron–hole attraction is an approximation.

## Verification by program

```python
"""Extrema of L(E) = Re[C exp(i theta) z**(-m)] + B, z = E - Eg + i Gamma.
Result under test: successive extrema differ by delta = pi/(m+1) in phi = arg z,
so three successive extrema give Eg, Gamma, C, theta and B in closed form.
Eg: gap, Gamma: broadening, C: amplitude, theta: phase, B: constant baseline.
Energies are in eV unless a name or a label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import airy, gamma as gamma_function


def power_line(E, gap, width, m, theta, amplitude):
    return np.real(amplitude * np.exp(1j * theta) * (E - gap + 1j * width) ** (-m))


def find_extrema(line, gap, width, edge=0.05, points=600):
    """Locate extrema from sign changes of a central difference."""
    h = 1e-6
    angles = np.linspace(np.pi - edge, edge, points)
    grid = gap + width / np.tan(angles)

    def slope(E):
        return line(E + h) - line(E - h)

    values = slope(grid)
    places = np.where(values[:-1] * values[1:] < 0)[0]
    return np.array([brentq(slope, grid[i], grid[i + 1], xtol=1e-13)
                     for i in places])


def fit_energies(E, m):
    """Closed-form gap, broadening and middle polar angle."""
    a, b = E[1] - E[0], E[2] - E[1]
    cot_delta = 1 / np.tan(np.pi / (m + 1))
    cot_middle = (b - a) / (a + b) * cot_delta
    width = 2 * a * b * cot_delta / ((a + b) * (1 + cot_middle**2))
    return E[1] - width * cot_middle, width, np.arctan2(1, cot_middle)


def fit_heights(L, width, phi, m):
    """Amplitude, phase and baseline from the first two heights."""
    s1 = np.sin(phi + np.pi / (m + 1)) ** (m + 1)
    s2 = np.sin(phi) ** (m + 1)
    scale = abs(L[1] - L[0]) / (s1 + s2)
    sign = np.sign(L[1] - L[0])
    theta = (m + 1) * phi - sign * np.pi / 2
    return scale * width**m, theta, L[1] - sign * scale * s2


def height_ratios(E, m):
    a, b = E[1] - E[0], E[2] - E[1]
    factor = 2 * np.cos(np.pi / (m + 1)) / (a + b)
    return (factor * b) ** (m + 1), (factor * a) ** (m + 1)


# Equal angular spacing and recovery of all parameters, several m and theta.
gap, width = 1.42, 0.010
worst_spacing = worst_gap = worst_width = 0.0
triples = 0
for m in (1.7, 2.0, 2.5, 3.0):
    for theta in (0.4, 1.1, 2.5, 4.0):
        def trial(E):
            return power_line(E, gap, width, m, theta, 1e-9)
        ext = find_extrema(trial, gap, width, edge=0.02, points=1200)
        assert len(ext) in (int(np.floor(m + 1)), int(np.ceil(m + 1)))
        phi = np.angle(ext - gap + 1j * width)
        error = np.max(np.abs(-np.diff(phi) - np.pi / (m + 1)))
        worst_spacing = max(worst_spacing, error)
        for i in range(len(ext) - 2):
            E, L = ext[i:i + 3], trial(ext[i:i + 3])
            g, w, middle = fit_energies(E, m)
            baseline = 2e-5
            C, th, B = fit_heights(L + baseline, w, middle, m)
            worst_gap = max(worst_gap, abs(g - gap))
            worst_width = max(worst_width, abs(w - width))
            assert abs(C / 1e-9 - 1) < 1e-5
            assert abs(np.exp(1j * th) - np.exp(1j * theta)) < 1e-5
            assert abs(B - baseline) < 1e-5 * np.max(np.abs(L)) + 1e-12
            assert np.allclose(height_ratios(E, m),
                               np.abs(L[[0, 2]] / L[1]), rtol=1e-5)
            triples += 1
assert worst_spacing < 1e-6 and worst_gap < 1e-7 and worst_width < 1e-7
special = find_extrema(lambda E: power_line(E, gap, width, 2, np.pi / 2, 1e-9),
                       gap, width)
assert len(special) == 2

# Worked example: rough typical GaAs band-edge values at room temperature.
m, theta, amplitude = 2.5, np.deg2rad(20), 1e-9


def example(E):
    return power_line(E, gap, width, m, theta, amplitude)


energies = find_extrema(example, gap, width)
assert len(energies) == 3
heights = example(energies)
g0, w0, phi0 = fit_energies(energies, m)
C0, theta0, B0 = fit_heights(heights, w0, phi0, m)
angles = np.angle(energies - gap + 1j * width)

# Linear error propagation checked against differences of the fit.
matrix = np.column_stack((np.ones(3), 1 / np.tan(angles),
                          -width / np.sin(angles) ** 2))
inverse = np.linalg.inv(matrix)
step = 1e-6
numeric = np.zeros((2, 3))
for j in range(3):
    d = np.zeros(3)
    d[j] = step
    up, down = fit_energies(energies + d, m), fit_energies(energies - d, m)
    numeric[:, j] = (np.array(up[:2]) - np.array(down[:2])) / (2 * step)
assert np.allclose(numeric, inverse[:2], atol=1e-5)
wavelength = const.h * const.c / (gap * const.e) * 1e9
reading_nm = 0.2
reading_eV = gap * reading_nm / wavelength
sigma_gap, sigma_width = reading_eV * np.linalg.norm(inverse[:2], axis=1)

# Field energy and the time-domain response of a three-dimensional edge.
mass_e, mass_hh, mass_lh, permittivity = 0.067, 0.50, 0.08, 12.9
mu_hh = 1 / (1 / mass_e + 1 / mass_hh)
mu_lh = 1 / (1 / mass_e + 1 / mass_lh)


def field_energy(kV_cm, mu, divisor=8):
    F = kV_cm * 1e5
    cube = (const.e * const.hbar * F) ** 2 / (divisor * mu * const.m_e)
    return np.cbrt(cube) / const.e


# Airy states have energy scale (e^2 hbar^2 F^2/(2 mu))^(1/3).
ratio = field_energy(3, mu_hh) / field_energy(3, mu_hh, divisor=2)
for p in (1.0, 1.5):
    integral = quad(lambda x: airy(x)[0] ** 2 * np.exp(p * x), -35, 12,
                    limit=400)[0]
    expected = np.exp((ratio * p) ** 3 / 3) / (2 * np.sqrt(np.pi * p))
    assert abs(integral / expected - 1) < 1e-6

u = np.linspace(0, np.sqrt(4000), 3001)[1:]
s = u**2


def field_line(kV_cm, lorentz, gauss=0.0):
    """Line from the full field response, scaled to its weak-field form."""
    cube = field_energy(kV_cm, mu_hh) ** 3
    weights = (2 / s * np.expm1(-1j * cube * s**3 / 3)
               * np.exp(-lorentz * s - (gauss * s) ** 2 / 2) * (u[1] - u[0]))
    scale = amplitude * 3 / (cube * gamma_function(2.5))
    scale = scale * np.exp(1j * (theta - 3 * np.pi / 4))

    def line(E):
        waves = np.exp(1j * np.multiply.outer(E - gap, s))
        return np.real(scale * (waves @ weights))
    return line


weak = field_line(0.01, width)
probe = gap + np.array([-0.03, -0.01, 0.0, 0.015, 0.04])
assert np.max(np.abs(weak(probe) - example(probe))) < 1e-4 * np.max(np.abs(heights))


def fitted_shift(line):
    """Fit the strongest extremum and its neighbours; shifts in meV."""
    ext = find_extrema(line, gap, width)
    i = int(np.argmax(np.abs(line(ext))))
    assert 0 < i < len(ext) - 1
    g, w, _ = fit_energies(ext[i - 1:i + 2], m)
    return np.array([g - gap, w - width]) * 1e3


small = fitted_shift(field_line(0.2, width))
double = fitted_shift(field_line(0.4, width))
growth = np.linalg.norm(double) / np.linalg.norm(small)
assert abs(growth / 4 - 1) < 0.05

sigma_gauss = 2 * width / (2 * np.sqrt(2 * np.log(2)))
gauss_shift = fitted_shift(field_line(0.01, 0.0, sigma_gauss))
prefactor_shift = fitted_shift(lambda E: example(E) * (gap / E) ** 2)
background = 0.02 * np.max(np.abs(heights)) / 0.100
slope_shift = fitted_shift(lambda E: example(E) + background * (E - gap))
rydberg = const.value("Rydberg constant times hc in eV") * mu_hh / permittivity**2
gap_slope, heating = -0.45, 5.0

print(f"Tested triples: {triples}; worst spacing error {worst_spacing:.1e} rad")
print(f"Worst gap and width errors: {worst_gap:.1e}, {worst_width:.1e} eV")
print(f"m=2, theta=90 deg: number of extrema {len(special)}")
print(f"Input: Eg {gap:.3f} eV, Gamma {width*1e3:.1f} meV, m {m:.1f}")
print(f"Input: theta {np.rad2deg(theta):.1f} deg, C {amplitude:.1e} eV^2.5")
print(f"Gap wavelength: {wavelength:.1f} nm")
print(f"Angular spacing delta: {180/(m+1):.3f} deg")
for j in range(3):
    print(f"Extremum {j+1}: E {energies[j]:.6f} eV, "
          f"phi {np.rad2deg(angles[j]):.3f} deg, L {heights[j]:.4e}")
print(f"a = E2-E1: {(energies[1]-energies[0])*1e3:.4f} meV")
print(f"b = E3-E2: {(energies[2]-energies[1])*1e3:.4f} meV")
print(f"cot(delta): {1/np.tan(np.pi/(m+1)):.6f}; cot(phi2): {1/np.tan(phi0):.6f}")
print(f"Fit: Eg {g0:.6f} eV, Gamma {w0*1e3:.4f} meV")
print(f"Fit: C {C0:.4e} eV^2.5, theta {np.rad2deg(theta0)%360:.3f} deg")
print(f"Fit: baseline {B0:.1e}")
print(f"Actual |L1/L2|, |L3/L2|: {abs(heights[0]/heights[1]):.4f}, "
      f"{abs(heights[2]/heights[1]):.4f}")
for trial_m in (2.0, 2.5, 3.0):
    g, w, _ = fit_energies(energies, trial_m)
    r1, r3 = height_ratios(energies, trial_m)
    print(f"Fit with m={trial_m:.1f}: Eg shift {(g-gap)*1e3:+.3f} meV, "
          f"Gamma {w*1e3:.3f} meV, ratios {r1:.4f}, {r3:.4f}")
print(f"Reading error per extremum: {reading_nm:.1f} nm = {reading_eV*1e3:.3f} meV")
print("Weights dEg/dE1,2,3: " + ", ".join(f"{x:+.3f}" for x in inverse[0]))
print("Weights dGamma/dE1,2,3: " + ", ".join(f"{x:+.3f}" for x in inverse[1]))
print(f"Standard errors: Eg {sigma_gap*1e3:.3f}, Gamma {sigma_width*1e3:.3f} meV")
print(f"Rough masses e, hh, lh: {mass_e:.3f}, {mass_hh:.2f}, {mass_lh:.2f} m_e")
print(f"Reduced masses hh, lh: {mu_hh:.4f}, {mu_lh:.4f} m_e")
for field in (1, 3, 10):
    shift = fitted_shift(field_line(field, width))
    print(f"Field {field} kV/cm: Omega hh {field_energy(field, mu_hh)*1e3:.2f}, "
          f"lh {field_energy(field, mu_lh)*1e3:.2f} meV; "
          f"hh shifts Eg {shift[0]:+.3f}, Gamma {shift[1]:+.3f} meV")
print(f"Shift growth from 0.2 to 0.4 kV/cm: factor {growth:.3f}")
print(f"Gaussian sigma at equal FWHM: {sigma_gauss*1e3:.3f} meV")
print(f"Gaussian line: shifts Eg {gauss_shift[0]:+.3f}, "
      f"Gamma {gauss_shift[1]:+.3f} meV")
print(f"1/E^2 prefactor: shifts Eg {prefactor_shift[0]:+.3f}, "
      f"Gamma {prefactor_shift[1]:+.3f} meV")
print(f"Background +2% of peak per 100 meV: shifts Eg {slope_shift[0]:+.3f}, "
      f"Gamma {slope_shift[1]:+.3f} meV")
print(f"Rough relative permittivity: {permittivity:.1f}")
print(f"Exciton Rydberg: {rydberg*1e3:.2f} meV; ratio to Gamma {rydberg/width:.2f}")
print(f"Rough gap slope {gap_slope:.2f} meV/K; heating {heating:.1f} K "
      f"shifts Eg {gap_slope*heating:+.2f} meV")
print("OK")
```

Output:

```
Tested triples: 19; worst spacing error 9.6e-09 rad
Worst gap and width errors: 6.4e-11, 1.5e-10 eV
m=2, theta=90 deg: number of extrema 2
Input: Eg 1.420 eV, Gamma 10.0 meV, m 2.5
Input: theta 20.0 deg, C 1.0e-09 eV^2.5
Gap wavelength: 873.1 nm
Angular spacing delta: 51.429 deg
Extremum 1: E 1.410246 eV, phi 134.286 deg, L 3.1039e-05
Extremum 2: E 1.421253 eV, phi 82.857 deg, L -9.7310e-05
Extremum 3: E 1.436364 eV, phi 31.429 deg, L 1.0238e-05
a = E2-E1: 11.0069 meV
b = E3-E2: 15.1111 meV
cot(delta): 0.797473; cot(phi2): 0.125316
Fit: Eg 1.420000 eV, Gamma 10.0000 meV
Fit: C 1.0000e-09 eV^2.5, theta 20.000 deg
Fit: baseline 1.8e-13
Actual |L1/L2|, |L3/L2|: 0.3190, 0.1052
Fit with m=2.0: Eg shift +0.591 meV, Gamma 7.293 meV, ratios 0.1937, 0.0748
Fit with m=2.5: Eg shift +0.000 meV, Gamma 10.000 meV, ratios 0.3190, 0.1052
Fit with m=3.0: Eg shift -0.700 meV, Gamma 12.430 meV, ratios 0.4482, 0.1262
Reading error per extremum: 0.2 nm = 0.325 meV
Weights dEg/dE1,2,3: -0.277, +1.561, -0.284
Weights dGamma/dE1,2,3: -0.613, +0.397, +0.215
Standard errors: Eg 0.524, Gamma 0.248 meV
Rough masses e, hh, lh: 0.067, 0.50, 0.08 m_e
Reduced masses hh, lh: 0.0591, 0.0365 m_e
Field 1 kV/cm: Omega hh 1.17, lh 1.38 meV; hh shifts Eg +0.118, Gamma +0.036 meV
Field 3 kV/cm: Omega hh 2.44, lh 2.86 meV; hh shifts Eg +1.044, Gamma +0.218 meV
Field 10 kV/cm: Omega hh 5.44, lh 6.39 meV; hh shifts Eg +4.924, Gamma +0.758 meV
Shift growth from 0.2 to 0.4 kV/cm: factor 4.012
Gaussian sigma at equal FWHM: 8.493 meV
Gaussian line: shifts Eg +1.884, Gamma +2.879 meV
1/E^2 prefactor: shifts Eg -0.000, Gamma +0.001 meV
Background +2% of peak per 100 meV: shifts Eg -0.030, Gamma +0.008 meV
Rough relative permittivity: 12.9
Exciton Rydberg: 4.83 meV; ratio to Gamma 0.48
Rough gap slope -0.45 meV/K; heating 5.0 K shifts Eg -2.25 meV
OK
```
